Conwell-Weisskopf Mobility and Its Link to Brooks-Herring Through Third-Body Exclusion, part 2

We seek the mobility μ of nondegenerate carriers (charge magnitude e, mass m, parabolic band) limited by fixed, randomly placed, singly charged impurities of density N. Units are SI, ε is the permittivity and T the temperature. A carrier has energy E = mv²/2, speed v and wave number k. With C = e²/(4πε), the impact parameter for a 90-degree deflection is b₀ = C/(2E). Without screening, the deflection angle θ at impact parameter b obeys

tan(θ/2) = C/(mv²b) = b₀/b, or b = b₀ cot(θ/2). (9)

The cross section for momentum loss, weighted by 1 − cos θ, is σ_m = 2πb₀²G, and the relaxation time τ is given by 1/τ = Nvσ_m. With x = E/(k_BT),

μ = (e/m) ∫₀^∞ x^(3/2) τ e^(−x) dx / Γ(5/2). (17)

The Conwell-Weisskopf (CW) model ignores screening and stops counting at half the impurity spacing N^(−1/3):

G_CW = ln[1 + (b_max/b₀)²]. (12)

b_max = N^(−1/3)/2. (13)

In the Brooks-Herring (BH) model, mobile carriers of density n screen the impurity potential φ over the length λ:

∇²φ = φ/λ², λ² = εk_BT/(e²n). (21)

The Born approximation, first order in the potential, then gives

u = sin²(θ/2), β = 4k²λ², η = 1/β. (23)

dσ = πb₀² du/(u + η)². (25)

Since 1 − cos θ = 2u, G_BH = ∫₀¹ u du/(u + η)², or

G_BH = ln(1 + β) − β/(1 + β). (26)

The corresponding relaxation time is τ_BH. When n is small, BH includes encounters at distances where many other impurities are nearer. The task now is to build a cutoff of the CW kind into the screened model.

The example has m = 0.1 electron masses, relative permittivity 12, T = 300 K and N = 10¹⁶ cm⁻³. Its representative energy is 3k_BT, where the "frozen" CW logarithm is evaluated.

**Ranking collisions by strength**

To decide which impurity is nearer, each angle needs an impact parameter. Let πb²(θ) be the cross section for deflection by more than θ, so that closer collisions deflect more strongly. Integrating (25) from u to 1,

b² = b₀²[1/(u + η) − 1/(1 + η)] = b₀²(1 − u)/[(u + η)(1 + η)]. (27)

For η → 0 this becomes b² = b₀²(1 − u)/u = b₀² cot²(θ/2), the Rutherford relation (9). The Born result thus has the same angular distribution as the classical orbits when screening is absent.

**Third-body exclusion**

Ridley's idea is to count an encounter as a two-body collision if no third body, meaning another impurity, lies closer to the carrier's path. Consider a path of length a. The impurities within distance b of it fill a cylinder of volume πb²a, and their mean number is πNab². For random, independent positions the number is Poisson distributed, so the probability of finding none is

P(b) = exp(−πNab²). (28)

The probability that the nearest impurity lies between b and b + db is −(dP/db) db = 2πNab P(b) db. If the nearest one alone deflects the carrier in each length a, and such lengths are passed at the rate v/a, then

1/τ = (v/a) ∫ 2πNab P(b)(1 − cos θ) db = Nv ∫ (1 − cos θ) P(b) 2πb db. (29)

The exclusion therefore enters as a factor P inside the angular integral. The length a is not fixed by the argument. It should be comparable to the impurity spacing, and we take a = N^(−1/3) unless stated otherwise.

Define

s = πNab₀², w₁ = 1/(1 + η), w₀ = 1/η. (30)

By (27), the exponent in P is −s[1/(u + η) − w₁]. With (25) and 1 − cos θ = 2u, equation (29) gives

G = ∫₀¹ [u/(u + η)²] exp{−s[1/(u + η) − w₁]} du. (31)

Substitute w = 1/(u + η). Then dw = −du/(u + η)² and u = 1/w − η, while w runs from w₀ at u = 0 to w₁ at u = 1. Reversing the limits absorbs the minus sign:

G = e^(sw₁) ∫_(w₁)^(w₀) (1/w − η) e^(−sw) dw.

With the exponential integral E₁(y) = ∫_y^∞ e^(−z) dz/z, the two terms give

G = e^(sw₁)[E₁(sw₁) − E₁(sw₀)] − (η/s)[1 − e^(−s(w₀−w₁))]. (32)

A simulation with randomly placed impurities, in which the nearest one alone deflects, gave G = 2.216 ± 0.005 for η = 0.02 and s = 0.05. Equation (32) gives 2.220.

**The two limits**

If s → 0 at fixed η, then P → 1 and (31) returns the Brooks-Herring integral (26).

If η → 0 at fixed s, then w₁ → 1, w₀ → ∞ and the last term of (32) vanishes. This leaves

G → e^s E₁(s). (33)

For small s, integrate E₁ by parts: E₁(s) = −e^(−s) ln s + ∫_s^∞ e^(−z) ln z dz. As s → 0 the last integral tends to −γ, where γ is Euler's constant. So

G ≈ ln(1/s) − γ. (34)

The Conwell-Weisskopf function for b_max ≫ b₀ is ln(b_max²/b₀²). Equating the two gives an effective cutoff

b_eff² = e^(−γ)b₀²/s = e^(−γ)/(πNa). (35)

The energy has cancelled, so the exclusion acts like a fixed geometric cutoff. For a = N^(−1/3) it is b_eff = 0.423 N^(−1/3), close to half the spacing but not equal to it. The choice a = (2πN)^(−1/3) gives 0.574 N^(−1/3), and a = 0.715 N^(−1/3) would give one half. What the model yields is thus the Conwell-Weisskopf logarithm; the precise factor 1/2 depends on a.

**The parameter that controls the crossover**

Let both s and η be small while their ratio t = s/η is arbitrary. Then sw₁ ≈ s, sw₀ = t and s(w₀ − w₁) ≈ t, and (32) becomes

G ≈ −γ − ln s − E₁(t) − (1 − e^(−t))/t. (36)

For t ≫ 1 the last two terms vanish and (34) returns. For t ≪ 1, use E₁(t) ≈ −γ − ln t + t and (1 − e^(−t))/t ≈ 1 − t/2. With ln t − ln s = ln β,

G ≈ ln β − 1 − t/2. (37)

The first two terms are the Brooks-Herring result for large β, and −t/2 is the first effect of exclusion.

The meaning of t follows from the total cross section. Setting u = 0 in (27) gives σ_tot = πb₀²/[η(1 + η)], so Naσ_tot = t/(1 + η) ≈ t. This is the mean number of impurities whose screened cross sections the carrier meets in a length a. If it is small, the cross sections seldom overlap and the model returns the Brooks-Herring result. If it is large, they overlap and, within the model, the exclusion sets the cutoff.

To express t in material quantities, use t = πNab₀² · 4k²λ². With b₀² = C²/(4E²) and k² = 2mE/ħ², we have b₀²k² = mC²/(2ħ²E). With (21), which can be written λ² = k_BT/(4πCn),

t = 2πNa mC²λ²/(ħ²E) = (N/n)(mCa/ħ²)(k_BT/(2E)).

In terms of the effective Bohr radius a_B = ħ²/(mC),

t = (N/n)(a/a_B)(k_BT/(2E)). (38)

At E = 3k_BT this is (N/n)a/(6a_B), which does not depend on temperature if n/N is fixed.

**In what sense the model interpolates**

The rate with exclusion does not lie between the two limiting rates. Since P ≤ 1, it is never above the Brooks-Herring rate. To compare with the unscreened case, solve (27) for u at fixed b. With B = b²/b₀²,

u = [1 − Bη(1 + η)]/[1 + B(1 + η)], (39)

as long as this is positive, and u = 0 at larger b. The numerator falls and the denominator grows with η, so screening reduces the deflection at each b, while P(b) does not depend on η. Hence

G ≤ G_BH and G ≤ e^s E₁(s). (40)

At every energy τ is at least as long as in either limit, and so the averaged mobility is at least as high. The model interpolates in that it approaches each limit in its own regime.

**The crossover in numbers**

Keep the semiconductor of the first half, with N = 10¹⁶ cm⁻³, and vary the density n of screening carriers. Values n < N represent compensation, where donors and acceptors both scatter but few carriers remain. The value n = 10N requires additional injected carriers, whose own scattering is left out. That row treats them as a single species. In neutral bulk material 10N electrons would come with about 9N holes, which also screen (λ = 9.5 nm and G_BH = 3.32 at 3k_BT, instead of 13.1 nm and 3.95) and which outnumber the impurities as scatterers. The row therefore illustrates the strong-screening limit of the formulas and does not describe an injected sample.

At E = 3k_BT, s = 8.73 × 10⁻⁴, and (33) gives G = 6.47 without screening. The screened values are:

- n = 0.001N: λ = 1309 nm, t = 1218, G_BH = 13.15, G = 6.47.
- n = 0.1N: λ = 131 nm, t = 12.2, G_BH = 8.54, G = 6.39.
- n = N: λ = 41.4 nm, t = 1.22, G_BH = 6.24, G = 5.74.
- n = 10N: λ = 13.1 nm, t = 0.122, G_BH = 3.95, G = 3.90.

In the last case the difference G_BH − G = 3.9530 − 3.8975 = 0.0555 lies about 10% below the first-order estimate t/2 = 0.061.

The fully averaged mobilities, in 10⁵ cm²/(V s), are:

- n = 0.001N: Brooks-Herring 0.586, with exclusion 1.179.
- n = 0.1N: Brooks-Herring 0.897, with exclusion 1.197.
- n = N: Brooks-Herring 1.224, with exclusion 1.338.
- n = 10N: Brooks-Herring 1.928, with exclusion 1.960.

The unscreened limit with exclusion is 1.179, which is 5% above the fully averaged Conwell-Weisskopf value 1.122, as the smaller effective cutoff requires. At n = N the mobility with exclusion exceeds both limiting values, 1.224 and 1.179, in accord with (40). At n = 0.001N Brooks-Herring gives half the mobility found with exclusion.

The choice of a matters most where exclusion dominates. Replacing N^(−1/3) by (2πN)^(−1/3) lowers the mobility by 9% at n = 0.001N, by 4% at n = N and by 1% at n = 10N.

**A shortcut that misses one limit**

Integrating P over the area πb_T² = σ_tot gives the total collision rate

(v/a)[1 − exp(−Naσ_tot)]. (41)

It is tempting to use the same form for momentum relaxation:

1/τ = (v/a)[1 − exp(−a/(vτ_BH))]. (42)

This returns Brooks-Herring when the exponent is small. Without screening, however, τ_BH → 0 and (42) tends to v/a, which is not the Conwell-Weisskopf rate. The exponent is a/(vτ_BH) = 2sG_BH, which measures the momentum lost in a length a and not the overlap of cross sections. At n = 0.001N and E = 3k_BT it is 0.023, although t = 1218. The shortcut accordingly gives 0.596 × 10⁵ cm²/(V s), within 2% of Brooks-Herring and half the value from (32). The factor P must stay inside the angular integral.

**Where the description fails**

When kλ ≫ 1 and λ exceeds a_B, as in all the cases above, the Born approximation needs kb₀ ≪ 1. Here kb₀ = 0.35 at 3k_BT, and it grows as E^(−1/2) at lower energy, so the screened results are leading-order estimates. Exact partial-wave phase shifts for the screened potential at 3k_BT give G = 5.81 for repulsion and 6.18 for attraction at n = N, against G_BH = 6.24, and 3.44 and 4.08 at n = 10N, against 3.95. Beyond the Born approximation the two signs of charge thus scatter differently, and at n = 10N the correction exceeds the effect of exclusion.

The Debye length assumes nondegenerate carriers. Fermi statistics reduce the screening response, relative to the Debye form, by 0.4% at n = N and by 4% at n = 10N. It also treats the carriers as a smooth cloud, which requires many of them within a distance λ. Their mean number there, 4πnλ³/3, is only 3.0 at n = N and 0.94 at n = 10N, so the screening in these cases is a rough estimate.

At low carrier density the impurities together disturb the band. For random positions the mean square of their summed potential energy is N∫(C e^(−r/λ)/r)² 4πr² dr = 2πNC²λ. Its square root is 0.42 k_BT at n = 0.1N and 1.33 k_BT at n = 0.001N. In the last case neither linear screening nor a uniform band is justified. That row shows how the formulas approach their limit and does not predict the mobility of a real compensated semiconductor.

Collisions between carriers of the same band conserve their total momentum but pass it from fast carriers to slow ones, which the impurities stop sooner. Electron-hole collisions, where holes are present, also reduce the current directly and are not included in the estimate that follows. If such collisions were frequent enough to keep a drifting Maxwell distribution, the thermal average would be taken over 1/τ instead of τ. The Brooks-Herring mobility would then fall to 0.41 of its value at n = N and to 0.49 at n = 10N. Leaving these collisions out can therefore matter more than the exclusion does at these densities.

Exclusion also needs s ≪ 1. For s ≫ 1, (33) tends to 1/s and the rate to 2v/a: the carrier is turned back once in every length a. Scattering by several impurities at once then matters, and a model that keeps the nearest one alone has no claim to accuracy. The numerical check covers the formulas within the model and the Fermi correction to screening; it does not test the Born approximation, collisions between carriers or scattering by several impurities at once.

Table of computed values

```
mass = 0.1 m_e; relative permittivity = 12.0
T = 300 K; N = 1.0e+16 cm^-3
kT = 25.852 meV; 3kT = 77.556 meV
CW at E = 3kT:
speed = 5.2232e+05 m/s; wave number = 0.4512 nm^-1
b0 = 0.7736 nm; k*b0 = 0.349
spacing = 46.416 nm; bmax = 23.208 nm
bmax/b0 = 29.999; CW logarithm = 6.8035
smallest angle = 3.818 degrees
diffraction angle 1/(k*bmax) = 5.472 degrees
momentum cross section = 25.584 nm^2
relaxation time = 7.4835 ps
mobility prefactor = 7.7784e+05 cm^2/(V s)
CW mobility, frozen log = 1.1433e+05 cm^2/(V s)
CW mobility, full average = 1.1220e+05 cm^2/(V s)
CW mobility, frozen log = 11.4330 m^2/(V s)
Exclusion, effective cutoff / spacing:
  a=N^(-1/3): 0.4228
  a=(2 pi N)^(-1/3): 0.5743
a/spacing giving cutoff 1/2 = 0.7149
s at 3kT, a=spacing = 8.7270e-04
unscreened excluded G at 3kT = 6.4732
At 3kT: n/N, lambda (nm), beta, t=s/eta, G_BH, G_excluded
  0.001  1309.35  1.3959e+06  1218.2405  13.1491  6.4724
  0.01  414.05  1.3959e+05  121.8241  10.8465  6.4650
  0.1  130.94  1.3959e+04  12.1824  8.5441  6.3912
  1  41.41  1.3959e+03  1.2182  6.2428  5.7420
  10  13.09  1.3959e+02  0.1218  3.9530  3.8975
Full-average mobilities in cm^2/(V s), a=spacing:
n/N, BH, excluded, shortcut
  0.001  5.8552e+04  1.1794e+05  5.9619e+04
  0.01  7.0859e+04  1.1809e+05  7.1918e+04
  0.1  8.9742e+04  1.1965e+05  9.0793e+04
  1  1.2243e+05  1.3383e+05  1.2347e+05
  10  1.9275e+05  1.9597e+05  1.9378e+05
unscreened excluded limit = 1.1792e+05 cm^2/(V s)
Excluded mobility in cm^2/(V s), a=(2 pi N)^(-1/3):
  n/N=0.001: 1.0770e+05
  n/N=0.01: 1.0794e+05
  n/N=0.1: 1.1038e+05
  n/N=1: 1.2899e+05
  n/N=10: 1.9450e+05
n/Nc at n=N: 0.0126; at n=10N: 0.1260
Fermi/Debye screening response, n=N: 0.9956
Fermi/Debye screening response, n=10N: 0.9592
Nearest-centre simulation G = 2.2156 +/- 0.0052
Formula G, eta=0.02, s=0.05: 2.2200
```
